**Slow convergence and extrapolation of the helium coalescence density**

The program examines $D=\langle\delta(\mathbf r_{12})\rangle$, which fixes the two-electron Darwin energy $-\pi\alpha^2D$; $r_{12}$ is the interelectronic distance and $\alpha$ the fine-structure constant. With orbitals up to angular momentum $L$, the predicted leading error is $\langle r\,\delta(\mathbf r_{12})\rangle/(L+1)$, where $r$ is the distance of the coalescence point from the nucleus. The program asserts that partial-wave configuration interaction reproduces this coefficient within 6 percent of an independent Hylleraas value, and that the error exponents are near 1 for $D$ and near 3 for the energy. It also asserts that the slow tail nearly disappears when the repulsion is made finite at coalescence. The output gives a coefficient ratio of 1.03 at $L=7$ and exponents of 0.97 and 2.99. For the cc-pVXZ sets, with cardinal number $X$, it asserts that the $1/X$ extrapolation from $X=4,5$ at least halves the raw $X=5$ error and does better than an $X^{-3}$ extrapolation. The error relative to the Hylleraas density changes from $+13.2$ percent to $-2.1$ percent, while the $X^{-3}$ formula leaves $+9.2$ percent.

## Numerical check

```python
# Result under test: for the helium singlet ground state the coalescence density
#   D = <delta(r12)>
# computed with one-electron functions of angular momentum l <= L exceeds its
# limit by <r delta(r12)>/(L+1), and in cc-pVXZ sets the error falls roughly as 1/X,
# so that D_inf = X*D_X - (X-1)*D_(X-1).
# r12: interelectronic distance; r: distance of the coalescence point from the
# nucleus; alpha: fine-structure constant; Darwin energy = -pi*alpha^2*D.
# Hartree atomic units throughout.
import numpy as np
from scipy.linalg import cho_factor, cho_solve, eigh, qr, solve_triangular
from scipy.special import (roots_laguerre, roots_legendre, eval_genlaguerre,
                           eval_legendre, gammaln)
from scipy.constants import fine_structure, physical_constants
from pyscf import gto, ao2mo

Z = 2.0

# Radial quadrature used for every integral over the coalescence point.
node, weight = roots_legendre(240)
node, weight = (node + 1) / 2, weight / 2
ray_r = 14 * node**2
ray_w = 28 * node * weight * 4 * np.pi * ray_r**2


def hylleraas(order, zeta=1.9):
    """exp(-zeta s) * sum c s^i t^(2j) u^k with s=r1+r2, t=r2-r1, u=r12."""
    powers = np.array([(i, j, k) for i in range(order + 1)
                       for j in range(order // 2 + 1)
                       for k in range(order + 1) if i + 2*j + k <= order])
    i, j, k = powers.T
    x, wx = roots_laguerre(24)
    g, wg = roots_legendre(16)
    g, wg = (g + 1) / 2, wg / 2
    s, a, b = [q.ravel() for q in np.meshgrid(x/(2*zeta), g, g, indexing="ij")]
    w = np.einsum("i,j,k->ijk", wx/(2*zeta), wg, wg).ravel()
    u = s * a
    t = u * b
    w = w * s * u
    s1, t1, u1 = s[:, None], t[:, None], u[:, None]
    p = s1**i * t1**(2*j) * u1**k
    volume = u * (s**2 - t**2)
    _, tri = qr(np.sqrt(w * volume)[:, None] * p, mode="economic")

    def normalize(values):
        return solve_triangular(tri.T, values.T, lower=True).T

    f = normalize(p)
    fs = normalize(p * i / s1 - zeta * p)
    ft = normalize(p * 2*j / t1)
    fu = normalize(p * k / u1)

    def bracket(left, factor, right):
        return left.T @ ((w * factor)[:, None] * right)

    h = sum(bracket(q, volume, q) for q in (fs, ft, fu))
    cross = bracket(fu, s*(u**2 - t**2), fs) + bracket(fu, t*(s**2 - u**2), ft)
    h = h + cross + cross.T + bracket(f, s**2 - t**2 - 4*Z*s*u, f)
    energy, vec = eigh((h + h.T) / 2, subset_by_index=[0, 0])
    c = solve_triangular(tri, vec[:, 0])
    envelope = np.exp(-2*zeta*ray_r) / np.sqrt(2*np.pi**2)
    on_top = (j == 0) & (k == 0)
    linear = (j == 0) & (k == 1)
    psi = envelope * ((2*ray_r[:, None])**i[on_top] @ c[on_top])
    slope = envelope * ((2*ray_r[:, None])**i[linear] @ c[linear])
    density = ray_w @ psi**2
    return (energy[0], density, ray_w @ (ray_r * psi**2),
            ray_w @ (psi * slope) / density, len(c))


E_ref_small, D_ref_small, _, _, _ = hylleraas(7)
E_ref, D_ref, rD_ref, cusp, n_hyl = hylleraas(8)
assert E_ref <= E_ref_small + 1e-9 and abs(E_ref - E_ref_small) < 1e-5
assert abs(D_ref - D_ref_small) < 1e-4
assert abs(cusp - 0.5) < 0.01

# Partial waves of r12/r at equal radii, by quadrature with cos(theta)=1-2q^2.
q, wq = roots_legendre(40)
q, wq = (q + 1) / 2, wq / 2
waves = np.array([(2*l + 1)/2 * np.sum(wq * 4*q * 2*q * eval_legendre(l, 1 - 2*q**2))
                  for l in range(13)])
ells = np.arange(13)
assert np.allclose(waves, -4/((2*ells - 1)*(2*ells + 3)), atol=1e-11)
assert np.allclose(np.cumsum(waves), 1/(2*ells + 1) + 1/(2*ells + 3), atol=1e-11)


def ground_state(h):
    """Lowest eigenpair by inverse iteration from a shift below the spectrum."""
    factor = cho_factor(h - (E_ref - 0.05) * np.eye(len(h)), lower=True)
    v = np.zeros(len(h))
    v[0] = 1.0
    for _ in range(25):
        v = cho_solve(factor, v)
        v /= np.linalg.norm(v)
    hv = h @ v
    e = v @ hv
    assert np.linalg.norm(hv - e * v) < 1e-6
    return e, v


# Partial-wave configuration interaction with Laguerre radial functions.
L_MAX, N_RAD = 7, 18
first, second = np.triu_indices(N_RAD)
n_pair = len(first)
pair_norm = np.where(first == second, 0.5, np.sqrt(0.5))
lag_x, lag_w = roots_laguerre(60)
lag_w = lag_w * np.exp(lag_x)
half_v, half_w = roots_legendre(60)
half_v, half_w = (half_v + 1) / 4, half_w / 4
ang_x, ang_w = roots_legendre(24)


def exponent(l):
    return 4.0 + 2.0 * l


def radial(l, r):
    """Orthonormal radial functions (times r) and their derivatives."""
    n = np.arange(N_RAD)
    z, a = exponent(l), 2*l + 2
    lag = eval_genlaguerre(n[:, None], float(a), 2*z*r[None, :])
    norm = np.exp(0.5*((a + 1)*np.log(2*z) + gammaln(n + 1) - gammaln(n + a + 1)))
    front = norm[:, None] * r**(l + 1) * np.exp(-z*r)
    lower_sum = np.cumsum(lag, axis=0) - lag
    return front*lag, front*(((l + 1)/r - z)*lag - 2*z*lower_sum)


def pair_values(l, r1, r2):
    f1, f2 = radial(l, r1)[0], radial(l, r2)[0]
    return pair_norm[:, None] * (f1[first]*f2[second] + f1[second]*f2[first])


def pair_grid(l, m):
    """Quadrature over r1 > r2, doubled, for products of pairs l and m."""
    decay = exponent(l) + exponent(m)
    total, v = np.meshgrid(lag_x/decay, half_v, indexing="ij")
    w = 2 * np.outer(lag_w/decay, half_w) * total
    return (total*(1 - v)).ravel(), (total*v).ravel(), w.ravel()


def one_electron(l):
    r = lag_x / (2*exponent(l))
    w = lag_w / (2*exponent(l))
    f, df = radial(l, r)
    h = 0.5*(df*w) @ df.T + (f*w*(l*(l + 1)/(2*r**2) - Z/r)) @ f.T
    to_pair = np.zeros((n_pair, N_RAD**2))
    index = np.arange(n_pair)
    to_pair[index, first*N_RAD + second] += pair_norm
    to_pair[index, second*N_RAD + first] += pair_norm
    return 2 * to_pair @ np.kron(h, np.eye(N_RAD)) @ to_pair.T


def hamiltonian(k_max):
    """Helium S-state matrix, repulsion restricted to multipoles k <= k_max."""
    h = np.zeros(((L_MAX + 1)*n_pair,)*2)
    for l in range(L_MAX + 1):
        for m in range(l, L_MAX + 1):
            multipoles = range(m - l, min(l + m, k_max) + 1, 2)
            if len(multipoles) == 0:
                continue
            r1, r2, w = pair_grid(l, m)
            kernel = np.zeros_like(r1)
            for k in multipoles:
                angular = 0.5*np.sqrt((2*l + 1)*(2*m + 1)) * np.sum(
                    ang_w * eval_legendre(l, ang_x) * eval_legendre(k, ang_x)
                    * eval_legendre(m, ang_x))
                kernel += angular * (r2/r1)**k / r1
            block = (pair_values(l, r1, r2)*(w*kernel)) @ pair_values(m, r1, r2).T
            if l == m:
                block = (block + block.T)/2 + one_electron(l)
            rows = slice(l*n_pair, (l + 1)*n_pair)
            cols = slice(m*n_pair, (m + 1)*n_pair)
            h[rows, cols] = block
            h[cols, rows] = block.T
    return h


for l in (0, L_MAX):
    r1, r2, w = pair_grid(l, l)
    phi = pair_values(l, r1, r2)
    assert np.allclose((phi*w) @ phi.T, np.eye(n_pair), atol=1e-7)

on_top_values = np.vstack([np.sqrt(2*l + 1)/(4*np.pi*ray_r**2)
                           * pair_values(l, ray_r, ray_r) for l in range(L_MAX + 1)])


def coalescence(v, values):
    return ray_w @ (v @ values)**2


h_full = hamiltonian(2*L_MAX)
E_L, D_L = [], []
for L in range(L_MAX + 1):
    size = (L + 1)*n_pair
    e, v = ground_state(h_full[:size, :size])
    E_L.append(e)
    D_L.append(coalescence(v, on_top_values[:size]))
E_L, D_L = np.array(E_L), np.array(D_L)
small = np.flatnonzero(np.tile(second < 13, L_MAX + 1))
_, v = ground_state(h_full[np.ix_(small, small)])
radial_change = coalescence(v, on_top_values[small]) - D_L[-1]
assert abs(radial_change) < 5e-4

excess = D_L - D_ref
scaled = excess * np.arange(1, L_MAX + 2)
size_ratio = np.log((L_MAX + 1)/4)
pD_wave = np.log(excess[3]/excess[-1]) / size_ratio
pE_wave = np.log((E_L[3] - E_ref)/(E_L[-1] - E_ref)) / size_ratio
D_wave_inf = (L_MAX + 1)*D_L[-1] - L_MAX*D_L[-2]
assert np.all(E_L > E_ref) and np.all(np.diff(E_L) < 0)
# Tolerances allow for the next order in 1/(L+1) and the finite radial sets.
assert abs(scaled[-1]/rD_ref - 1) < 0.06
assert abs(pD_wave - 1) < 0.1
assert abs(pE_wave - 3) < 0.2
assert abs(D_wave_inf/D_ref - 1) < 0.02

# Control: a repulsion that stays finite at coalescence has no cusp.
h_soft = hamiltonian(2)
D_soft = []
for L in (L_MAX - 1, L_MAX):
    size = (L + 1)*n_pair
    _, v = ground_state(h_soft[:size, :size])
    D_soft.append(coalescence(v, on_top_values[:size]))
step_full = D_L[-2] - D_L[-1]
step_soft = D_soft[0] - D_soft[1]
assert abs(step_soft) < 0.1*abs(step_full)
del h_full, h_soft


def cc_helium(basis):
    """Full configuration interaction energy, coalescence density, basis size."""
    mol = gto.M(atom="He 0 0 0", basis=basis, verbose=0)
    core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    levels, orb = eigh(core, mol.intor("int1e_ovlp"))
    n = len(levels)
    # Passing an integral array keeps the transformation in memory.
    repulsion = mol.intor("int2e", aosym="s8")
    eri = ao2mo.restore(1, ao2mo.incore.full(repulsion, orb), n)
    h = np.ascontiguousarray(eri.transpose(0, 2, 1, 3)).reshape(n*n, n*n)
    h[np.diag_indices(n*n)] += np.add.outer(levels, levels).ravel()
    e, v = ground_state(h)
    c = v.reshape(n, n)
    densities = []
    for direction in (np.array([0., 0., 1.]), np.array([1., 2., 3.])/np.sqrt(14)):
        ao = mol.eval_gto("GTOval_sph", ray_r[:, None]*direction)
        mo = ao @ orb
        densities.append(ray_w @ np.sum((mo @ c)*mo, axis=1)**2)
    assert abs(densities[0] - densities[1]) < 1e-7
    return e, densities[0], n


cc = {X: cc_helium(name) for X, name in
      ((2, "cc-pvdz"), (3, "cc-pvtz"), (4, "cc-pvqz"), (5, "cc-pv5z"))}
error = {X: cc[X][1] - D_ref for X in cc}
pD_cc = np.log(error[3]/error[5]) / np.log(5/3)
pE_cc = np.log((cc[3][0] - E_ref)/(cc[5][0] - E_ref)) / np.log(5/3)
D_inf = {X: X*cc[X][1] - (X - 1)*cc[X - 1][1] for X in (3, 4, 5)}
D_cubic = (5**3*cc[5][1] - 4**3*cc[4][1]) / (5**3 - 4**3)
assert 0.7 < pD_cc < 1.4
assert pE_cc > 2*pD_cc
assert all(cc[X][1] > D_L[X - 1] for X in (3, 4, 5))
assert abs(D_inf[5] - D_ref) < 0.5*error[5]
assert abs(D_inf[5] - D_ref) < abs(D_cubic - D_ref)

to_cm = physical_constants["hartree-inverse meter relationship"][0] / 100


def darwin(density):
    return -np.pi * fine_structure**2 * density


print("Units: energies in hartree, densities D in bohr^-3, unless stated")
print(f"Nuclear charge Z = {Z:.0f}; fine-structure constant = {fine_structure:.9f}")
print(f"Hylleraas reference, number of terms: {n_hyl}")
print(f"  energy: {E_ref:.7f}")
print(f"  D: {D_ref:.6f}; change from next smaller set: {D_ref - D_ref_small:.1e}")
print(f"  <r delta(r12)>: {rD_ref:.6f} bohr^-2")
print(f"  mean r at coalescence: {rD_ref/D_ref:.4f} bohr")
print(f"  mean cusp slope: {cusp:.4f} bohr^-1")
print("Partial waves of r12/r at equal radii, l = 0..4:")
print("  " + "  ".join(f"{a:.5f}" for a in waves[:5]))
print(f"Partial-wave CI, {N_RAD} radial functions per l")
print("  L   energy       D          D-D_ref    (L+1)(D-D_ref)")
for L in range(L_MAX + 1):
    print(f"  {L}  {E_L[L]:.7f}  {D_L[L]:.6f}  {excess[L]:.6f}  {scaled[L]:.5f}")
print(f"  ratio of last scaled excess to <r delta(r12)>: {scaled[-1]/rD_ref:.4f}")
print(f"  D change at L=7 with 13 radial functions: {radial_change:.1e}")
print(f"  error exponent L=3 to 7, D: {pD_wave:.3f}; energy: {pE_wave:.3f}")
print(f"  D extrapolated from L=6,7: {D_wave_inf:.6f}")
print(f"  drop of D from L=6 to 7, full repulsion: {step_full:.2e}")
print(f"  drop of D from L=6 to 7, multipoles k<=2: {step_soft:.2e}")
print("Full CI in cc-pVXZ")
print("  X  functions  energy       D          D-D_ref    X(D-D_ref)")
for X in cc:
    print(f"  {X}  {cc[X][2]:3d}  {cc[X][0]:.7f}  {cc[X][1]:.6f}"
          f"  {error[X]:.6f}  {X*error[X]:.5f}")
print(f"  error exponent X=3 to 5, D: {pD_cc:.3f}; energy: {pE_cc:.3f}")
for X in D_inf:
    print(f"  1/X extrapolation from X={X-1},{X}: D = {D_inf[X]:.6f},"
          f" error {100*(D_inf[X]/D_ref - 1):.2f} percent")
print(f"  raw X=5 error: {100*error[5]/D_ref:.2f} percent")
print(f"  1/X^3 extrapolation from X=4,5: D = {D_cubic:.6f},"
      f" error {100*(D_cubic/D_ref - 1):.2f} percent")
print("Two-electron Darwin energy")
for label, value in (("raw X=5", cc[5][1]), ("extrapolated X=4,5", D_inf[5]),
                     ("Hylleraas", D_ref)):
    print(f"  {label}: {1e6*darwin(value):.3f} microhartree"
          f" = {to_cm*darwin(value):.4f} cm^-1")
print("ALL CHECKS PASSED")
```

Printed output:

```
Units: energies in hartree, densities D in bohr^-3, unless stated
Nuclear charge Z = 2; fine-structure constant = 0.007297353
Hylleraas reference, number of terms: 95
  energy: -2.9037240
  D: 0.106502; change from next smaller set: -7.5e-05
  <r delta(r12)>: 0.042869 bohr^-2
  mean r at coalescence: 0.4025 bohr
  mean cusp slope: 0.4900 bohr^-1
Partial waves of r12/r at equal radii, l = 0..4:
  1.33333  -0.80000  -0.19048  -0.08889  -0.05195
Partial-wave CI, 18 radial functions per l
  L   energy       D          D-D_ref    (L+1)(D-D_ref)
  0  -2.8790283  0.155804  0.049302  0.04930
  1  -2.9005155  0.128535  0.022033  0.04407
  2  -2.9027659  0.120974  0.014472  0.04342
  3  -2.9033200  0.117329  0.010827  0.04331
  4  -2.9035174  0.115181  0.008679  0.04339
  5  -2.9036044  0.113767  0.007265  0.04359
  6  -2.9036485  0.112769  0.006266  0.04386
  7  -2.9036732  0.112027  0.005525  0.04420
  ratio of last scaled excess to <r delta(r12)>: 1.0311
  D change at L=7 with 13 radial functions: 1.8e-04
  error exponent L=3 to 7, D: 0.971; energy: 2.992
  D extrapolated from L=6,7: 0.106839
  drop of D from L=6 to 7, full repulsion: 7.41e-04
  drop of D from L=6 to 7, multipoles k<=2: -1.73e-08
Full CI in cc-pVXZ
  X  functions  energy       D          D-D_ref    X(D-D_ref)
  2    5  -2.8875948  0.147446  0.040943  0.08189
  3   14  -2.9002322  0.132015  0.025513  0.07654
  4   30  -2.9024109  0.124646  0.018144  0.07258
  5   55  -2.9031519  0.120563  0.014061  0.07031
  error exponent X=3 to 5, D: 1.166; energy: 3.541
  1/X extrapolation from X=2,3: D = 0.101154, error -5.02 percent
  1/X extrapolation from X=3,4: D = 0.102541, error -3.72 percent
  1/X extrapolation from X=4,5: D = 0.104231, error -2.13 percent
  raw X=5 error: 13.20 percent
  1/X^3 extrapolation from X=4,5: D = 0.116279, error 9.18 percent
Two-electron Darwin energy
  raw X=5: -20.170 microhartree = -4.4267 cm^-1
  extrapolated X=4,5: -17.437 microhartree = -3.8270 cm^-1
  Hylleraas: -17.817 microhartree = -3.9104 cm^-1
ALL CHECKS PASSED
```
